# Subthreshold Swing Saturation from a Conducting Exponential Band Tail, part 2

The subthreshold swing $S$ is the change of gate voltage $V_g$ that changes the drain current $I$ tenfold. We ask when it saturates on cooling.

The algebra uses atomic units: a voltage and the corresponding electron energy have the same numerical value. Capacitances and densities are per unit area. The Fermi level $\mu<0$ is measured from the band edge. The density of states is $g_0e^{E/W}$ below the edge and $g_0$ above it, with

$$g_0=\frac{g_sg_vm^*}{2\pi}$$

for spin and valley degeneracies $g_s,g_v$ and in-plane mass $m^*$. The Fermi function is $f$, $u=\mu/W$ and $a=kT/W$. The densities $n_{\rm tail}$ and $n_{\rm band}$ count electrons below and above the edge; $n$ is their sum.

The electrons form a sheet at the front interface of an undoped film. $C_{\rm ox}$ is the front-oxide capacitance, and $C_b$ that of film and buried oxide in series. With $\phi$ the front-interface potential and $d\mu=d\phi$, Section 4 gave

$$V_g=\left(1+\frac{C_b}{C_{\rm ox}}\right)\phi+\frac n{C_{\rm ox}},$$

$$m\equiv\frac{dV_g}{d\mu}=1+\frac{C_b}{C_{\rm ox}}+\frac{n_{\rm tail}}{WC_{\rm ox}} .$$

For one common, constant mobility $\eta$ and a small drain bias $V$, Part I gave

$$\frac{dn}{d\mu}=\frac{n_{\rm tail}}W,\qquad
S=\ln10\;mW\left(1+\frac{n_{\rm band}}{n_{\rm tail}}\right),$$

hence the lower bound $S\ge\ln10\,mW$. In the saturated regime, $kT<W$ with $\mu$ deep in the tail,

$$n\simeq g_0W\,\frac{\pi a}{\sin\pi a}\,e^u,\qquad
\frac{n_{\rm band}}{n_{\rm tail}}\simeq\frac{\sin\pi a}\pi\,e^{-|u|(1/a-1)} .$$

Far below the edge, $n_{\rm band}/n_{\rm tail}$ tends to $1/|u|$ at $a=1$ and to $a-1$ for $a>1$, where the swing is thermal, $S\to\ln10\,m\,kT$.

At finite bias the local Fermi level falls from $\mu$ at the source to $\mu-V$ at the drain, and the current is $w\eta n$ times its slope, for gate width $w$ and length $L$. With a flat band edge, Section 9 gave, in the saturated regime,

$$I=\frac{w\eta}L\,W\,n(\mu)\left(1-e^{-V/W}\right).$$

### 11. Tail electrons with a lower mobility

Let the tail mobility be $r$ times the band mobility. The current is proportional to

$$J=n_{\rm band}+r\,n_{\rm tail}.$$

From $n_{\rm band}=g_0kT\ln(1+e^{\mu/kT})$ we find $dn_{\rm band}/d\mu=g_0f(0)$, where $f(0)$ is the occupation at the edge. The identity for the total density then gives

$$\frac{dn_{\rm tail}}{d\mu}=\frac{n_{\rm tail}}W-g_0f(0),\qquad
\frac{dJ}{d\mu}=(1-r)g_0f(0)+\frac{r\,n_{\rm tail}}W .$$

The swing is $\ln10\,m\,J/(dJ/d\mu)$. For $r=1$ it is the earlier formula. For $r=0$ and $|\mu|\gg kT$, both $n_{\rm band}/kT$ and $g_0f(0)$ tend to $g_0e^{\mu/kT}$, so the swing is thermal. Immobile tail states do not produce saturation by carrying charge alone, as long as that charge adds little to $m$. The proviso matters. In the silicon example below, at 4.2 K and a band density of $2.0\times10^8$ cm$^{-2}$, an immobile tail would hold about $3.9\times10^{11}$ cm$^{-2}$. Its charge would raise $m$ to about 7.8 and the swing from 0.88 to about 6.5 mV/dec.

For small but non-zero $r$, let $p$ be the fraction of current carried by the band. With $kT<W$ and $\mu$ deep in the tail, the band density varies as $e^{\mu/kT}$ and the tail density as $e^{\mu/W}$. Therefore

$$\frac{d\ln J}{d\mu}\simeq\frac p{kT}+\frac{1-p}W .$$

This form exceeds $1/W$ when $p>0$, but it drops the term $-g_0f(0)$ in the response of the tail. With that term, for $|\mu|\gg kT$, $dJ/d\mu-J/W\simeq g_0e^{\mu/kT}(1-r-a)$. The swing therefore lies below $\ln10\,mW$ when $r<1-kT/W$. The lower bound of Part I, derived for equal mobilities, fails under this condition. On cooling, the swing can first follow the thermal law below the later plateau and then rise to the plateau as the tail takes over the current.

The two currents are equal when $n_{\rm band}=r\,n_{\rm tail}$. The logarithm of the saturated ratio gives

$$\frac1a=1+\frac{\ln(1/r)+\ln[(\sin\pi a)/\pi]}{|u|} .$$

If the slowly varying second logarithm is dropped,

$$\frac1{kT}\approx\frac1W+\frac{\ln(1/r)}{|\mu|} .$$

A poorly conducting tail delays saturation to a lower temperature.

A common mobility that depends on density can be treated by the product rule. If $\eta\propto n^s$, then $d\ln I=(1+s)\,d\ln n$ at small bias, and the saturated swing is $\ln10\,mW/(1+s)$. A mobility that depends on temperature but not on $\mu$ leaves the swing at a given $\mu$ unchanged.

### 12. A silicon-on-insulator transistor

The example uses round parameters in the rough range of silicon-on-insulator transistors. The tail width is $W=0.0040$ eV, so $kT=W$ at 46.4 K. The front oxide is 1.5 nm thick, the film 7 nm and the buried oxide 25 nm. The relative permittivities are 3.9 for oxide and 11.7 for silicon. The gate is 1000 nm long and 10000 nm wide.

The lowest subband of a film on the usual (001) surface has two valleys with the in-plane mass 0.19. With two spin directions,

$$g_0=1.587\times10^{14}\ {\rm eV^{-1}cm^{-2}},\qquad
g_0W=6.35\times10^{11}\ {\rm cm^{-2}} .$$

The capacitance of each layer is its permittivity divided by its thickness. This gives $C_{\rm ox}=2.302$ µF/cm2 for the front oxide and $C_b=0.1263$ µF/cm2 for film and buried oxide in series. Without channel charge,

$$m_0=1+\frac{0.1263}{2.302}=1.0549,$$

and the saturated swing is

$$\ln10\times1.0549\times4.0\ {\rm mV}=9.72\ {\rm mV/dec}.$$

We compare temperatures at the fixed density $n=2.0\times10^8$ cm$^{-2}$. If the mobility does not change with temperature, this is also a comparison at fixed current and small fixed drain bias.

At 4.2 K, $a=0.0905$ and $\pi a/\sin\pi a=1.014$. The saturated density formula gives

$$u=\ln\frac{2.0\times10^8}{6.35\times10^{11}\times1.014}=-8.08,
\qquad \mu=-0.0323\ {\rm eV}.$$

The channel-charge term in $m$, with the electron charge $e$ restored, is

$$\frac{e^2n_{\rm tail}}{WC_{\rm ox}}=0.0035 .$$

Thus $m=1.0584$ and $S=9.75$ mV/dec. Using $m_0$ alone would lower this value by 0.3 per cent.

For the table, the populations were integrated by Gauss–Legendre quadrature, and the equation for the fixed density was solved numerically for $\mu$. The last column is the thermal law $\ln10\,m_0kT$.

| $T$ (K) | $\mu$ (eV) | $n_{\rm band}/n_{\rm tail}$ | $S$ (mV/dec) | thermal (mV/dec) |
|---:|---:|---:|---:|---:|
| 300 | −0.261 | 5.46 | 62.8 | 62.8 |
| 77 | −0.0630 | 0.662 | 16.2 | 16.1 |
| 46.4 | −0.0420 | 0.0952 | 10.7 | 9.72 |
| 20 | −0.0336 | $4.8\times10^{-6}$ | 9.75 | 4.19 |
| 4.2 | −0.0323 | $4.9\times10^{-37}$ | 9.75 | 0.88 |
| 1.0 | −0.0323 | $1.9\times10^{-161}$ | 9.75 | 0.21 |

At 300 K, $a=6.46$, and the ratio agrees with $a-1$. At 46.4 K, $|u|=10.5$, and the ratio agrees with $1/|u|=0.095$; this accounts for most of the excess over the floor. By 20 K the band population no longer matters to the swing. The tiny ratios at the lowest temperatures show how completely the continuum model empties the band. They are not predictions of countable electrons.

With a mobility of 200 cm2/Vs and a drain bias of 0.05 V, $V/W=12.5$, so the bracket in Section 9 is practically one. At 4.2 K the current is

$$I=10\times(1.602\times10^{-19}\,{\rm C})(2.0\times10^8\,{\rm cm^{-2}})(200\,{\rm cm^2/Vs})(0.0040\,{\rm V}),$$

which is 0.256 nA.

### 13. The same channel with a slow tail

Now set $r=10^{-3}$, keep the total density at the same value and use $m_0$. At 30 K the swing is 7.06 mV/dec. This lies between the thermal value, $9.72\times30/46.4=6.28$ mV/dec, and the plateau. At 4.2 K it is 9.72 mV/dec. The swing therefore rises on cooling between these two temperatures, as the band current disappears.

This comparison is at fixed density, not at fixed current. At 4.2 K the slow tail carries only a thousandth of the current found in Section 12. At a drain bias small compared with $W$, restoring the equal-mobility current would need $2\times10^{11}$ tail electrons per cm$^2$. The channel-charge term in $m$ would then be about 3.5, and the swing about 41 mV/dec. At the bias of 0.05 V the band edge is no longer flat at such densities. The gate balance of Section 4 holds at each position, so a fall $d\mu$ of the local level requires the voltage $d\mu+dn/(m_0C_{\rm ox})$. Integration from source to drain gives $I\propto Wn+n^2/(2m_0C_{\rm ox})$, with $n$ the density at the source, and $S=\ln10\,W\,[m_0+n/(2WC_{\rm ox})]$. The current of Section 12 is then restored at about $1.1\times10^{11}$ cm$^{-2}$, with a swing of about 18 mV/dec. The plateau of a slow tail is thus confined to low currents.

The band and tail currents are equal at 28.1 K. There $a=0.605$, and the saturated density formula gives $|u|=8.76$. The estimate without the second logarithm is

$$T\approx\frac{46.4\ {\rm K}}{1+6.91/8.76}\approx26\ {\rm K},$$

about 8 per cent below the numerical solution.

### 14. Sizes of omitted effects

**Higher subbands.** For a film with hard walls the confinement energies are $\pi^2j^2/(2m_zd^2)$, where $j$ is the subband number, $d$ the thickness and $m_z$ the mass normal to the film. With $m_z=0.916$ for the two lowest valleys and 0.19 for the other four, the next subbands lie 0.0251 eV and 0.0320 eV above the first. Give each the same tail width and its own density-of-states mass. At the Fermi levels of the table they would add 0.33 per cent to the density at 4.2 K, but 165 per cent at 300 K. In either limiting regime all subbands have the same exponential slope, so the swing is unchanged while the density scale is not. The tabulated $\mu$ at 300 K is therefore a one-subband value.

**Position of the electrons.** The electrostatics of Section 4 places the electrons at the front interface. The lowest state of a hard-wall film without a strong field is instead centred in the film. With the sheet at mid-film, half of the film's thickness lies on each side of it. Then $m_0$ becomes 1.10 instead of 1.055, and the plateau 10.1 instead of 9.7 mV/dec.

**Source-to-drain tunnelling.** An electron at the source Fermi level sees a barrier of height $|\mu|$. For a flat barrier its wavefunction decays with $\kappa=\sqrt{2m^*|\mu|}=0.401$ nm$^{-1}$ at 4.2 K. The probability falls as $e^{-2\kappa L}$, with exponent 803 for this gate. It would equal the tail exponent $|u|=8.08$ at

$$L=\frac{8.08}{2\times0.401\ {\rm nm^{-1}}}=10\ {\rm nm}.$$

This compares exponents, not complete currents. It shows that tunnelling is negligible here and must be reconsidered for gates of order 10 nm.

**Discrete states.** The gate area contains on average 20 electrons. In the cold tail the density of states at $\mu$ is about $n/W$, so there is on average one state per $0.0040/20=0.0002$ eV. This counts spin and valley states separately. Distinct levels are about 0.0004 eV apart if only the spin degeneracy remains, and 0.0008 eV apart if the valleys are degenerate too. The thermal energy is 0.00036 eV at 4.2 K but 0.00009 eV at 1 K. For a single device a smooth density of states is thus doubtful already at 4.2 K and unjustified at 1 K. The cold rows of the table describe the continuum model. Within the same transport assumption, and without the charging energy of single electrons, they also describe the summed current of many devices, but not the average of their separate swings.

**Localisation.** The assumed sheet conductance $en\eta$ is $1.65\times10^{-4}$ of $e^2/h$. In the cold channel most electrons lie near the Fermi level, deep in the tail, and so small a value then points to localised states, between which electrons must hop. At 300 K the same value merely reflects a thinly occupied band. A constant mobility is then a phenomenological choice and not a theory of the motion. The relation $S=\ln10\,mW/(1+s)$ shows what is at stake: if the hopping mobility grew as $n^{1/2}$, the plateau would fall from 9.7 to 6.5 mV/dec. Thermally activated hopping can remove the plateau altogether. Suppose that the current passes through states at a fixed energy many $kT$ above $\mu$. It then varies as $e^{\mu/kT}$, while $n$ still varies as $e^{\mu/W}$. This corresponds to $s=W/kT-1$, and the swing is again $\ln10\,m\,kT$. An exponential tail therefore gives a plateau only if its electrons conduct without such activation.

**Interface traps.** One may ask whether immobile traps could give the same swing without a tail. A constant trap density $D$ adds $D/C_{\rm ox}$ to $m_0$ in the thermal law. Setting $kT(m_0+D/C_{\rm ox})=m_0W$ gives

$$D=C_{\rm ox}m_0\left(\frac W{kT}-1\right)=1.5\times10^{14}\ {\rm eV^{-1}cm^{-2}}$$

at 4.2 K, after conversion to these units. This is nearly the band density of states. The required value would also have to change with temperature to maintain a plateau.

### 15. Relation to real transistors

Silicon transistors cooled to a few kelvin commonly show a swing that stops following the thermal law, with values of the order of 10 mV/dec. The width used here was chosen to give a plateau of that order, so the agreement is not an independent prediction. The layer thicknesses are typical of thin-film devices, whereas the gate is much larger than in dense logic. The assumption of one constant mobility is doubtful in the cold tail, as Section 14 explains. In the examples above, at a fixed low electron density, a slow tail lowered the 30 K swing to 7.1 mV/dec without moving the 4.2 K plateau, while a mobility growing as $n^{1/2}$ moved the plateau itself to 6.5 mV/dec. Activated hopping would remove the plateau, so an exponential tail alone does not establish the cause of a measured one. Interface traps act in the other direction by increasing $m$. A measured plateau therefore gives $W=S/(m\ln10)$ under stated conditions: the tail carries the current, its mobility is independent of $\mu$, source-to-drain tunnelling is negligible, $m$ is known separately, and the swing is constant over the range of current used.

Numbers in the example were calculated in double precision.
